# Bond lengths in a rocksalt telluride with one sublattice displaced: test program

```python
# Result under test: in a rocksalt crystal with bond length d, a rigid shift of
# one sublattice by a total length u along the cube diagonal [111] gives every
# atom three bonds sqrt(d^2+u^2-2du/sqrt(3)) and three sqrt(d^2+u^2+2du/sqrt(3)).
# The cell stays cubic with edge 2d. Lengths are in angstrom unless stated.
import numpy as np
from scipy import constants as const

d = 3.00
u = 0.30
SITES = 4                      # atomic sites along each edge of the periodic box
BOX = SITES * d
diagonal = np.ones(3) / np.sqrt(3)


def build_crystal(shift):
    """Return cation and anion positions, with the cations shifted."""
    sites = np.array([(i, j, k) for i in range(SITES)
                      for j in range(SITES) for k in range(SITES)])
    even = sites.sum(axis=1) % 2 == 0
    return d * sites[even] + np.asarray(shift), d * sites[~even]


def nearest_image(vectors):
    return vectors - BOX * np.round(vectors / BOX)


def neighbour_vectors(atom, atoms):
    """Vectors from one atom to all others, nearest first."""
    vectors = nearest_image(atoms - atom)
    lengths = np.linalg.norm(vectors, axis=1)
    order = np.argsort(lengths)
    return vectors[order][1:]  # the first entry is the atom itself


def first_shell(shift):
    cations, anions = build_crystal(shift)
    vectors = neighbour_vectors(cations[0], np.vstack([cations, anions]))
    return np.linalg.norm(vectors[:6], axis=1)


def count_inversion_centres(shift):
    """Count cation-pair midpoints whose inversion maps anions onto anions."""
    cations, anions = build_crystal(shift)
    count = 0
    for partner in cations:
        images = cations[0] + partner - anions
        gaps = nearest_image(images[:, None, :] - anions[None, :, :])
        closest = np.linalg.norm(gaps, axis=2).min(axis=1)
        count += bool(np.all(closest < 1e-6))
    return count, len(cations)


def angle(a, b):
    cosine = a @ b / np.linalg.norm(a) / np.linalg.norm(b)
    return np.degrees(np.arccos(cosine))


def bond_formula(length, projection=1 / np.sqrt(3)):
    """Short and long bond for a displacement of the given length."""
    base = d**2 + length**2
    cross = 2 * d * length * projection
    return np.sqrt(base - cross), np.sqrt(base + cross)


# Bond lengths around every atom of the explicit crystal
short, long_ = bond_formula(u)
cations, anions = build_crystal(u * diagonal)
crystal = np.vstack([cations, anions])
for atom in crystal:
    found = np.linalg.norm(neighbour_vectors(atom, crystal)[:7], axis=1)
    assert np.allclose(found[:3], short, atol=1e-10)
    assert np.allclose(found[3:6], long_, atol=1e-10)
    assert abs(found[6] - d * np.sqrt(2)) < 1e-10
seventh = found[6]
assert round(found[0], 2) == 2.84 and round(found[5], 2) == 3.18

# Second-order estimate: its error must fall as the cube of the displacement
def estimate(length):
    linear = length / np.sqrt(3)
    quadratic = length**2 / (3 * d)
    return d - linear + quadratic, d + linear + quadratic


short_estimate, long_estimate = estimate(u)
for side in (0, 1):
    error_full = first_shell(u * diagonal)[5 * side] - estimate(u)[side]
    error_half = first_shell(u / 2 * diagonal)[5 * side] - estimate(u / 2)[side]
    assert abs(error_full / error_half - 8) < 0.5  # higher orders shift the 8

# Bond angles measured in the crystal against the closed expressions
bonds = neighbour_vectors(cations[0], crystal)[:6]
angle_short = angle(bonds[0], bonds[1])
angle_long = angle(bonds[3], bonds[4])
angle_opposite = max(angle(bonds[0], b) for b in bonds[3:])
cross_term = 2 * d * u / np.sqrt(3)
assert abs(np.cos(np.radians(angle_short)) - (u**2 - cross_term) / short**2) < 1e-10
assert abs(np.cos(np.radians(angle_long)) - (u**2 + cross_term) / long_**2) < 1e-10
assert abs(np.cos(np.radians(angle_opposite))
           - (u**2 - d**2) / (short * long_)) < 1e-10

# Other direction, and the misreading of u as each Cartesian component
along_axis = first_shell([u, 0, 0])
assert np.ptp(along_axis[1:5]) < 1e-10
assert along_axis[1] - along_axis[0] > 0.1 and along_axis[5] - along_axis[4] > 0.1
misread = first_shell([u, u, u])

# Inversion symmetry before and after the displacement
centres_before, candidates = count_inversion_centres(np.zeros(3))
centres_after, _ = count_inversion_centres(u * diagonal)
assert centres_before == candidates and centres_after == 0

# Neglected effect: rhombohedral shear of the cube axes
shear_angle = 88.0             # degrees, rough
cos_shear = np.cos(np.radians(shear_angle))
gram = np.full((3, 3), cos_shear) + (1 - cos_shear) * np.eye(3)
axes = np.linalg.cholesky(gram)
threefold = axes.sum(axis=0) / np.linalg.norm(axes.sum(axis=0))
sheared_short = np.linalg.norm(d * axes - u * threefold, axis=1)
sheared_long = np.linalg.norm(-d * axes - u * threefold, axis=1)
sheared_formula = bond_formula(u, np.sqrt((1 + 2 * cos_shear) / 3))
assert np.allclose(sheared_short, sheared_formula[0], atol=1e-10)
assert np.allclose(sheared_long, sheared_formula[1], atol=1e-10)

# Neglected effect: a displacement smaller by one tenth
u_reduced = 0.9 * u
reduced = first_shell(u_reduced * diagonal)

# Neglected effect: thermal motion of the bond as an isotropic oscillator
temperature = 300.0            # K
reduced_mass_u = 46.0          # atomic mass units, rough
frequency_thz = 3.0            # THz, rough
mass = reduced_mass_u * const.atomic_mass
omega = 2 * np.pi * frequency_thz * 1e12
ratio = const.hbar * omega / (const.k * temperature)
variance = const.hbar / (2 * mass * omega) / np.tanh(ratio / 2)
levels = np.arange(400)
weights = np.exp(-ratio * levels)
level_sum = (weights @ (levels + 0.5)) / weights.sum() * const.hbar / (mass * omega)
assert abs(level_sum / variance - 1) < 1e-10
sigma = np.sqrt(variance) / const.angstrom

nodes, node_weights = np.polynomial.hermite_e.hermegauss(16)
node_weights = node_weights / node_weights.sum()
gx, gy, gz = np.meshgrid(nodes, nodes, nodes, indexing="ij")
w3 = np.einsum("i,j,k->ijk", node_weights, node_weights, node_weights)
thermal = []
for bond in (short, long_):
    lengths = np.sqrt((bond + sigma * gx)**2 + (sigma * gy)**2 + (sigma * gz)**2)
    mean = np.sum(w3 * lengths)
    spread = np.sqrt(np.sum(w3 * (lengths - mean)**2))
    assert abs(mean - bond - sigma**2 / bond) < 1e-6
    assert abs(spread / sigma - 1) < 0.01  # correction is of order (sigma/bond)^2
    thermal.append((mean, spread))

print(f"Undisplaced bond length d: {d:.2f} angstrom")
print(f"Displacement length u: {u:.2f} angstrom")
print(f"Cartesian component u/sqrt(3): {u / np.sqrt(3):.4f} angstrom")
print(f"Sum d^2 + u^2: {d**2 + u**2:.4f} angstrom^2")
print(f"Cross term 2du/sqrt(3): {cross_term:.4f} angstrom^2")
print(f"Short bond squared: {short**2:.4f} angstrom^2")
print(f"Long bond squared: {long_**2:.4f} angstrom^2")
print(f"Short bond, three per atom: {short:.4f} angstrom")
print(f"Long bond, three per atom: {long_:.4f} angstrom")
print(f"Short bond: {short / 10:.3f} nm")
print(f"Long bond: {long_ / 10:.3f} nm")
print(f"Difference long minus short: {long_ - short:.4f} angstrom")
print(f"Mean of the six bonds: {(short + long_) / 2:.4f} angstrom")
print(f"Atoms checked in the crystal: {len(crystal)}")
print(f"Seventh neighbour distance: {seventh:.4f} angstrom")
print(f"Quadratic term u^2/(3d): {u**2 / (3 * d):.4f} angstrom")
print(f"Second-order estimate, short: {short_estimate:.4f} angstrom")
print(f"Second-order estimate, long: {long_estimate:.4f} angstrom")
print(f"Angle between two short bonds: {angle_short:.2f} degrees")
print(f"Angle between two long bonds: {angle_long:.2f} degrees")
print(f"Angle short to opposite long: {angle_opposite:.2f} degrees")
print(f"Shift along [100], one short: {along_axis[0]:.4f} angstrom")
print(f"Shift along [100], four middle: {along_axis[1]:.4f} angstrom")
print(f"Shift along [100], one long: {along_axis[5]:.4f} angstrom")
print(f"Misreading u per component, short: {misread[0]:.4f} angstrom")
print(f"Misreading u per component, long: {misread[5]:.4f} angstrom")
print(f"Candidate inversion centres in box: {candidates}")
print(f"Inversion centres before shift: {centres_before}")
print(f"Inversion centres after shift: {centres_after}")
print(f"Sheared axis angle (rough input): {shear_angle:.0f} degrees")
print(f"Short bond with shear: {sheared_short[0]:.4f} angstrom")
print(f"Long bond with shear: {sheared_long[0]:.4f} angstrom")
print(f"Reduced displacement: {u_reduced:.2f} angstrom")
print(f"Short bond, reduced displacement: {reduced[0]:.4f} angstrom")
print(f"Long bond, reduced displacement: {reduced[5]:.4f} angstrom")
print(f"Temperature: {temperature:.0f} K")
print(f"Reduced mass (rough input): {reduced_mass_u:.0f} u")
print(f"Vibration frequency (rough input): {frequency_thz:.1f} THz")
print(f"Thermal sigma per component: {sigma:.3f} angstrom")
print(f"Thermal mean of short bond: {thermal[0][0]:.4f} angstrom")
print(f"Thermal mean of long bond: {thermal[1][0]:.4f} angstrom")
print(f"Thermal spread of short bond: {thermal[0][1]:.3f} angstrom")
print(f"Thermal spread of long bond: {thermal[1][1]:.3f} angstrom")
print(f"Bond difference over sigma: {(long_ - short) / sigma:.2f}")
print("finished without a failed check")
```

Running it gives:

```
Undisplaced bond length d: 3.00 angstrom
Displacement length u: 0.30 angstrom
Cartesian component u/sqrt(3): 0.1732 angstrom
Sum d^2 + u^2: 9.0900 angstrom^2
Cross term 2du/sqrt(3): 1.0392 angstrom^2
Short bond squared: 8.0508 angstrom^2
Long bond squared: 10.1292 angstrom^2
Short bond, three per atom: 2.8374 angstrom
Long bond, three per atom: 3.1826 angstrom
Short bond: 0.284 nm
Long bond: 0.318 nm
Difference long minus short: 0.3453 angstrom
Mean of the six bonds: 3.0100 angstrom
Atoms checked in the crystal: 64
Seventh neighbour distance: 4.2426 angstrom
Quadratic term u^2/(3d): 0.0100 angstrom
Second-order estimate, short: 2.8368 angstrom
Second-order estimate, long: 3.1832 angstrom
Angle between two short bonds: 96.77 degrees
Angle between two long bonds: 83.60 degrees
Angle short to opposite long: 170.63 degrees
Shift along [100], one short: 2.7000 angstrom
Shift along [100], four middle: 3.0150 angstrom
Shift along [100], one long: 3.3000 angstrom
Misreading u per component, short: 2.7331 angstrom
Misreading u per component, long: 3.3272 angstrom
Candidate inversion centres in box: 32
Inversion centres before shift: 32
Inversion centres after shift: 0
Sheared axis angle (rough input): 88 degrees
Short bond with shear: 2.8311 angstrom
Long bond with shear: 3.1882 angstrom
Reduced displacement: 0.27 angstrom
Short bond, reduced displacement: 2.8526 angstrom
Long bond, reduced displacement: 3.1636 angstrom
Temperature: 300 K
Reduced mass (rough input): 46 u
Vibration frequency (rough input): 3.0 THz
Thermal sigma per component: 0.125 angstrom
Thermal mean of short bond: 2.8429 angstrom
Thermal mean of long bond: 3.1875 angstrom
Thermal spread of short bond: 0.125 angstrom
Thermal spread of long bond: 0.125 angstrom
Bond difference over sigma: 2.77
finished without a failed check
```
